# Two-Dimensional Thermionic Emission over a Line Barrier: a program that tests the result

```python
# Result under test: thermionic emission from a 2D parabolic band over a line barrier,
#   J0 = A T^(3/2) exp(-Phi/kT),  A = g e sqrt(2 pi m_t) k^(3/2) / (4 pi^2 hbar^2).
# J0: current per contact length; Phi: barrier top minus metal Fermi level;
# g: spin times valley degeneracy; m_t: yy element of the mass tensor (y along contact).
# U: barrier top minus distant band edge; mu: semiconductor Fermi level from that edge.
# Internal units: eV, nm^-1, electron masses; currents in A/m.
import numpy as np
import mpmath as mp
from scipy import constants as sc

e, hbar, kB, me = sc.e, sc.hbar, sc.k, sc.m_e
c = hbar**2 / (2 * me) / e * 1e18          # hbar^2/(2 m_e) in eV nm^2
kB_eV = kB / e
g = 2
m_light, m_heavy, angle_deg = 0.2, 0.8, 30.0
Phi, U, T0 = 0.30, 0.20, 300.0
mu0 = U - Phi

th = np.radians(angle_deg)
R = np.array([[np.cos(th), -np.sin(th)], [np.sin(th), np.cos(th)]])
M = R @ np.diag([m_light, m_heavy]) @ R.T
W = np.linalg.inv(M)
m_t = M[1, 1]
A = g * e * np.sqrt(2 * np.pi * m_t * me) * kB**1.5 / (4 * np.pi**2 * hbar**2)

nodes, weights = np.polynomial.legendre.leggauss(240)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2
to_current = g * e / (4 * np.pi**2) * e / hbar * 1e9   # from eV/nm to A/m


def formula(T, barrier=Phi):
    return A * T**1.5 * np.exp(-barrier / (kB_eV * T))


def fermi(energy, mu, kT):
    return 1 / (np.exp(np.minimum((energy - mu) / kT, 600)) + 1)


def k_span(kT):
    return np.sqrt(45 * kT / (c * np.linalg.eigvalsh(W)[0]))


def band(kx, ky):
    return c * (W[0, 0] * kx**2 + 2 * W[0, 1] * kx * ky + W[1, 1] * ky**2)


def emitted(T, top=U, mu=mu0):
    """Wave-vector integral of velocity times occupation over crossing states."""
    kT = kB_eV * T
    L = k_span(kT)
    ky = (L * nodes)[:, None]
    start = (np.sqrt(W[0, 0] * top / c) - W[0, 1] * ky) / W[0, 0]
    kx = start + L * unit_nodes[None, :]
    slope = 2 * c * (W[0, 0] * kx + W[0, 1] * ky)
    values = slope * fermi(band(kx, ky), mu, kT)
    return to_current * L * L * (weights @ values @ unit_weights)


def from_metal(T, metal_mass=1.0, depth=5.0):
    """Flux out of a 2D metal into propagating states at the barrier top."""
    kT = kB_eV * T
    L = k_span(kT)
    ky = (L * nodes)[:, None]
    start = np.sqrt(metal_mass * (Phi + depth + c * ky**2 / m_t) / c - ky**2)
    width = 45 * kT * metal_mass / (2 * c * start.min())
    kx = start + width * unit_nodes[None, :]
    energy = c * (kx**2 + ky**2) / metal_mass - depth
    values = 2 * c * kx / metal_mass * fermi(energy, 0.0, kT)
    return to_current * L * width * (weights @ values @ unit_weights)


def density(T, mu):
    """Carriers per nm^2 from a sum over the whole band."""
    kT = kB_eV * T
    L = k_span(kT)
    k = L * nodes
    occ = fermi(band(k[:, None], k[None, :]), mu, kT)
    return g / (4 * np.pi**2) * L**2 * (weights @ occ @ weights)


# Crossing rule, tested with classical trajectories over a smooth barrier.
rng = np.random.default_rng(4)
kx, ky = rng.uniform(-3, 3, (2, 3000))
vx = 2 * c * (W[0, 0] * kx + W[0, 1] * ky)
longitudinal = vx**2 / (4 * c * W[0, 0])
keep = ((vx > 0) & (longitudinal > 0.1 * U) & (longitudinal < 4 * U)
        & (abs(longitudinal / U - 1) > 0.03))
kx, ky, longitudinal = kx[keep], ky[keep], longitudinal[keep]
total = band(kx, ky)
length, dt = 20.0, 1.0
x = np.full(kx.size, -6 * length)


def force(pos):
    s = np.clip(pos / length, -50, 50)
    return 2 * U / length * np.tanh(s) / np.cosh(s)**2


for _ in range(6000):
    kx = kx + 0.5 * dt * force(x)
    x = x + dt * 2 * c * (W[0, 0] * kx + W[0, 1] * ky)
    kx = kx + 0.5 * dt * force(x)
crossed = x > 0
assert np.array_equal(crossed, longitudinal > U)
reflected_high = int(np.sum(~crossed & (total > U)))
assert reflected_high > 0 and crossed.any()

# Absolute current, and dependence on Phi alone.
kT0 = kB_eV * T0
J0, J_num = formula(T0), emitted(T0)
assert abs(J_num / J0 - 1) < 1e-5
assert abs(emitted(T0, U + 0.05, mu0 + 0.05) / J_num - 1) < 1e-8

# Temperature exponent at fixed Phi.
Ta, Tb = 250.0, 350.0
Ja, Jb = emitted(Ta), emitted(Tb)
exponent = (np.log(Jb / Ja) + Phi / (kB_eV * Tb) - Phi / (kB_eV * Ta)) / np.log(Tb / Ta)
assert abs(exponent - 1.5) < 2e-4

# Fermi-Dirac form for a barrier of only one kT.
fd_num = emitted(T0, U, U - kT0) / formula(T0, kT0)
fd_formula = float(mp.re(-mp.polylog(1.5, -mp.e**-1)) * mp.e)
assert abs(fd_num / fd_formula - 1) < 1e-7

# Return flux from the metal and the current-voltage law.
J_metal = from_metal(T0)
assert abs(J_metal / J_num - 1) < 1e-6
bias_results = []
for V in (0.1, -0.1):
    net = emitted(T0, U - V, mu0) - J_metal
    law = J0 * np.expm1(V / kT0)
    assert abs(net / law - 1) < 3e-4       # Fermi-Dirac correction at forward bias
    bias_results.append((V, net, law))

# Apparent barriers from two ways of plotting the same currents.
T1, T2 = 295.0, 305.0
beta1, beta2 = 1 / (kB_eV * T1), 1 / (kB_eV * T2)
log_ratio = np.log(emitted(T2) / emitted(T1))
apparent = {p: -(log_ratio - p * np.log(T2 / T1)) / (beta2 - beta1) for p in (1.5, 2.0)}
for p, value in apparent.items():
    assert abs(value - (Phi + (1.5 - p) * kT0)) < 1e-5

# Fixed density: emission velocity and its temperature exponent.
mu_low = -0.5


def emission_velocity(T):
    n = density(T, mu_low) * 1e18
    return emitted(T, U, mu_low) / (e * n) * np.exp(U / (kB_eV * T))


v_num = emission_velocity(T0)
v_formula = np.sqrt(kB * T0 * W[0, 0] / (2 * np.pi * me))
assert abs(v_num / v_formula - 1) < 1e-6
v_exponent = np.log(emission_velocity(Tb) / emission_velocity(Ta)) / np.log(Tb / Ta)
assert abs(v_exponent - 0.5) < 1e-5

# Nonparabolic isotropic band at the barrier top.
alpha, m_iso = 0.5, 0.65


def nonparabolic_factor(T):
    kT = kB_eV * T
    L = np.sqrt(90 * kT * m_iso / c)
    qx, qy = (L * unit_nodes)[None, :], (L * nodes)[:, None]
    root = np.sqrt(1 + 4 * alpha * c * (qx**2 + qy**2) / m_iso)
    energy = (root - 1) / (2 * alpha)
    values = 2 * c * qx / m_iso / root * np.exp(-energy / kT)
    integral = L * L * (weights @ values @ unit_weights)
    return integral / (kT * np.sqrt(np.pi * m_iso * kT / c))


np_num, np_first = nonparabolic_factor(T0), 1 + 0.75 * alpha * kT0
assert abs(np_num - np_first) < 2e-4       # neglected second order in alpha kT
np_exponent = 1.5 + np.log(nonparabolic_factor(Tb) / nonparabolic_factor(Ta)) / np.log(Tb / Ta)
assert np_exponent > 1.505

print(f"principal masses: {m_light}, {m_heavy} electron masses")
print(f"light axis from contact normal: {angle_deg:.0f} degrees")
print(f"degeneracy g: {g}")
print(f"barrier Phi: {Phi:.2f} eV; barrier top above band edge U: {U:.2f} eV")
print(f"semiconductor Fermi level from band edge: {mu0:.2f} eV")
print(f"temperature: {T0:.0f} K; kT: {kT0:.6f} eV")
print(f"transverse mass m_t = M_yy: {m_t:.4f} electron masses")
print(f"inverse mass W_xx: {W[0, 0]:.4f}, W_xy: {W[0, 1]:.4f} per electron mass")
print(f"trajectories: {crossed.size}; crossed: {int(crossed.sum())}")
print(f"reflected although total energy exceeds U: {reflected_high}")
print(f"A: {A:.6f} A m^-1 K^-3/2")
print(f"prefactor A T^(3/2): {A * T0**1.5:.3f} A/m")
print(f"Boltzmann factor exp(-Phi/kT): {np.exp(-Phi / kT0):.5e}")
print(f"J0, formula: {J0:.6e} A/m")
print(f"J0, wave-vector integral: {J_num:.6e} A/m")
print(f"J0 converted: {J0 * 1e3:.4f} nA per micrometre")
for T, J in ((Ta, Ja), (Tb, Jb)):
    print(f"{T:.0f} K: formula {formula(T):.5e}, integral {J:.5e} A/m")
print(f"temperature exponent at fixed Phi: {exponent:.5f}")
print(f"Fermi-Dirac/Boltzmann ratio, Phi = kT: integral {fd_num:.6f}")
print(f"same ratio from polylogarithm: {fd_formula:.6f}")
print(f"return flux, metal of mass 1 and depth 5 eV: {J_metal:.6e} A/m")
for V, net, law in bias_results:
    print(f"bias {V:+.1f} V: integral {net:.5e}, law {law:.5e} A/m")
print(f"apparent barrier, ln(J/T^1.5) plot: {apparent[1.5]:.5f} eV")
print(f"apparent barrier, ln(J/T^2) plot: {apparent[2.0]:.5f} eV")
print(f"Phi - kT/2: {Phi - kT0 / 2:.5f} eV")
print(f"fixed-density emission velocity, integral: {v_num:.5e} m/s")
print(f"fixed-density emission velocity, formula: {v_formula:.5e} m/s")
print(f"temperature exponent at fixed density: {v_exponent:.5f}")
print(f"nonparabolic alpha: {alpha} per eV; isotropic mass: {m_iso} electron masses")
print(f"nonparabolic factor: integral {np_num:.6f}, first order {np_first:.6f}")
print(f"nonparabolic mean exponent, 250 to 350 K: {np_exponent:.5f}")
print("checks complete")
```

Printed output:

```
principal masses: 0.2, 0.8 electron masses
light axis from contact normal: 30 degrees
degeneracy g: 2
barrier Phi: 0.30 eV; barrier top above band edge U: 0.20 eV
semiconductor Fermi level from band edge: -0.10 eV
temperature: 300 K; kT: 0.025852 eV
transverse mass m_t = M_yy: 0.6500 electron masses
inverse mass W_xx: 4.0625, W_xy: 1.6238 per electron mass
trajectories: 919; crossed: 542
reflected although total energy exceeds U: 210
A: 0.072218 A m^-1 K^-3/2
prefactor A T^(3/2): 375.255 A/m
Boltzmann factor exp(-Phi/kT): 9.12477e-06
J0, formula: 3.424113e-03 A/m
J0, wave-vector integral: 3.424102e-03 A/m
J0 converted: 3.4241 nA per micrometre
250 K: formula 2.55753e-04, integral 2.55753e-04 A/m
350 K: formula 2.26431e-02, integral 2.26428e-02 A/m
temperature exponent at fixed Phi: 1.49995
Fermi-Dirac/Boltzmann ratio, Phi = kT: integral 0.891040
same ratio from polylogarithm: 0.891040
return flux, metal of mass 1 and depth 5 eV: 3.424102e-03 A/m
bias +0.1 V: integral 1.60411e-01, law 1.60436e-01 A/m
bias -0.1 V: integral -3.35255e-03, law -3.35256e-03 A/m
apparent barrier, ln(J/T^1.5) plot: 0.30000 eV
apparent barrier, ln(J/T^2) plot: 0.28708 eV
Phi - kT/2: 0.28707 eV
fixed-density emission velocity, integral: 5.42206e+04 m/s
fixed-density emission velocity, formula: 5.42206e+04 m/s
temperature exponent at fixed density: 0.50000
nonparabolic alpha: 0.5 per eV; isotropic mass: 0.65 electron masses
nonparabolic factor: integral 1.009618, first order 1.009694
nonparabolic mean exponent, 250 to 350 K: 1.50936
checks complete
```
